\section*{Charge renormalization in the reduced Bogoliubov–Dirac–Fock model}

\section{A neutral vacuum that screens}

A nucleus of charge $3$ is placed in the Dirac vacuum and no electron is added. In the mean-field calculation analysed below, the charge read at a distance of $20$ reduced Compton lengths $\hbar/mc$ is not $3$ but about $2.82$. The vacuum carries electron number zero, yet it has changed the charge seen from afar by about $0.18$. For a given nuclear charge, the size of this change is set by the coupling and the momentum cutoff. That it can occur at electron number zero follows from the long range of the Coulomb field.

\subsection{Model and statement}

Units are $\hbar=c=m=1$, with $m$ the electron mass, and $\alpha=e^2$ is the bare coupling. One-particle momenta obey $|p|\le\Lambda$; $\Pi$ projects onto them. Let $D_0=\boldsymbol\alpha\cdot p+\beta$ (bold letters are Dirac matrices), $E(p)=\sqrt{1+p^2}$, and let $P_\pm$ project onto the positive and negative energies of $D_0$. The nucleus is a fixed, smeared number density $\nu$ with $\int\nu=Z$.

The electrons are described by a projector $\gamma$ onto the occupied states, and $Q=\gamma-P_-$ is its difference from the free vacuum. The reduced model is a mean-field model: it drops exchange, and it contains no quantized photon field. Its equations are
\begin{equation}
[\gamma,D_0+\Pi V\Pi]=0,\qquad V=\alpha\,\sigma*\frac1{|x|},\qquad \sigma=\rho_Q-\nu .
\label{scf}
\end{equation}
Here $\rho_Q$ counts electrons, so $V$ is the potential energy of an electron and $-\sigma$ is the net positive charge density. I assume a solution with $Q$ Hilbert--Schmidt, $\|Q\|_2^2=\mathrm{Tr}\,Q^2<\infty$, and with finite Coulomb energy, $\int|\hat\sigma(k)|^2k^{-2}dk<\infty$, where $\hat f(k)=\int e^{-ik\cdot x}f(x)\,dx$.

With blocks $Q_{++}=P_+QP_+$ and so on, the electron number is
\begin{equation}
N=\mathrm{Tr}\,Q_{++}+\mathrm{Tr}\,Q_{--}.
\label{N}
\end{equation}
The charge at large distance is read with a smooth window $f_R(x)=f(x/R)$, where $f$ is real, decays rapidly and has $f(0)=1$. The claim is
\begin{equation}
\lim_{R\to\infty}\int(\nu-\rho_Q)f_R=\frac{Z-N}{1+\alpha B_\Lambda},
\label{main}
\end{equation}
where, with $v=\Lambda/\sqrt{1+\Lambda^2}$,
\begin{equation}
B_\Lambda=\frac1\pi\Big[\frac23\,\mathrm{arsinh}\,\Lambda-\frac{2v}3+\frac{v^3}9\Big].
\label{B}
\end{equation}

\section{Three parts of the density}

\subsection{Diagonal blocks}

Since $\gamma$ and $P_-$ are projectors, $Q^2=\gamma+P_--\gamma P_--P_-\gamma$. Its blocks are $P_+Q^2P_+=P_+\gamma P_+=Q_{++}$, $P_-Q^2P_-=P_--P_-\gamma P_-=-Q_{--}$ and $P_+Q^2P_-=0$, so
\begin{equation}
Q^2=Q_{++}-Q_{--},\qquad Q_{++}\ge0,\quad Q_{--}\le0 .
\label{square}
\end{equation}
Both blocks therefore have finite trace, and \eqref{N} makes sense. As $f_R\to1$ at every point and stays bounded,
\begin{equation}
\mathrm{Tr}(Q_{++}f_R)+\mathrm{Tr}(Q_{--}f_R)\to N .
\label{diag}
\end{equation}

If the field is weak and no bound level is filled, so that $\|Q\|<1$, then $N=0$. To see this, take the diagonal blocks of $Q^2=Q\,Q$ in \eqref{square}: $Q_{++}=Q_{++}^2+Q_{+-}Q_{-+}$ and $-Q_{--}=Q_{--}^2+Q_{-+}Q_{+-}$. The mixed products have equal traces, so $N=\mathrm{Tr}\,Q_{++}^2-\mathrm{Tr}\,Q_{--}^2$. Because $Q^2$ is block diagonal, this is $\mathrm{Tr}\,Q^3$. The operator $S=1-\gamma-P_-$ satisfies $SQ=-QS$ and $S^2=1-Q^2$, as multiplication shows. It maps eigenvectors of $Q$ with eigenvalue $\lambda$ to eigenvectors with $-\lambda$, invertibly if $|\lambda|<1$. These eigenvalues cancel in $\mathrm{Tr}\,Q^3$. Only $\lambda=\pm1$ can contribute, so $N$ is an integer, and it vanishes if $\|Q\|<1$.

\subsection{Off-diagonal blocks}

Write $V$ for $\Pi V\Pi$ and insert $\gamma=P_-+Q$ in \eqref{scf}. As $D_0$ commutes with $P_-$,
\[
[D_0,Q]+[V,P_-]+[V,Q]=0 .
\]
Put $P_+$ on the left and $P_-$ on the right. There $D_0$ acts as $E$ and $-E$ respectively, and $P_+[V,P_-]P_-=P_+VP_-$, hence
\begin{equation}
EQ_{+-}+Q_{+-}E=-P_+VP_--P_+[V,Q]P_- .
\label{lyap}
\end{equation}
The equation $EX+XE=Y$ is solved by $X=\int_0^\infty e^{-tE}Ye^{-tE}dt$, because $EX+XE$ is then minus the integral of a total $t$-derivative. Since $E\ge1$, any operator norm used below obeys $\|X\|\le\frac12\|Y\|$. Thus $Q_{+-}$ splits into a part linear in the self-consistent $V$ and a remainder from $[V,Q]$. No expansion in $\alpha$ has been made.

\section{The linear part}

\subsection{Response function}

In momentum space $V$ has the kernel $\hat V(p-q)/(2\pi)^3$. Solving \eqref{lyap} without the commutator divides by $E_p+E_q$; with the adjoint block,
\[
Q_{\rm lin}(p,q)=-\frac{\hat V(p-q)}{(2\pi)^3}\,
\frac{P_+(p)P_-(q)+P_-(p)P_+(q)}{E_p+E_q}.
\]
The density is $\hat\rho(k)=\int\mathrm{tr}\,Q(p,q)\,dl$ with $p=l+k/2$ and $q=l-k/2$. From $P_\pm=\frac12(1\pm D_0/E)$ and the Dirac algebra,
\[
\mathrm{tr}\,P_+(p)P_-(q)=1-\frac{p\cdot q+1}{E_pE_q},
\]
and the other order gives the same. Inserting $\hat V=4\pi\alpha\hat\sigma/k^2$, with the prefactor $4\pi\cdot2/(2\pi)^3=1/\pi^2$, gives
\begin{align}
\hat\rho_{\rm lin}(k)&=-\alpha B(k)\,\hat\sigma(k),\label{lin}\\
B(k)&=\frac1{\pi^2k^2}\int_{|p|,|q|\le\Lambda}
\frac{E_pE_q-p\cdot q-1}{E_pE_q(E_p+E_q)}\,dl .\label{Bk}
\end{align}
The sign means screening: near a nucleus $\sigma$ is negative, and electron density is drawn in.

\subsection{Small momentum}

Let $E=E(l)$. Then $E_{p}^2+E_q^2=2E^2+k^2/2$ and $E_p-E_q=l\cdot k/E$ up to order $k^3$. Therefore
\[
E_pE_q=\tfrac12(E_p^2+E_q^2)-\tfrac12(E_p-E_q)^2
=E^2+\frac{k^2}4-\frac{(l\cdot k)^2}{2E^2}+O(k^4).
\]
Subtracting $p\cdot q+1=l^2-k^2/4+1=E^2-k^2/4$ leaves $\frac12k^2-(l\cdot k)^2/(2E^2)$. The denominator tends to $2E^3$. With $u$ the cosine of the angle between $l$ and $k$,
\begin{equation}
B(0)=\frac1{\pi^2}\int_{|l|<\Lambda}\frac{1-l^2u^2/E^2}{4E^3}\,dl
=\frac1\pi\int_0^\Lambda\frac{l^2}{E^3}\Big(1-\frac{l^2}{3E^2}\Big)dl ,
\label{B0}
\end{equation}
since $u^2$ averages to $1/3$ and the solid angle is $4\pi$. Now set $z=l/E$, so that $dz=dl/E^3$ and $l^2=z^2/(1-z^2)$:
\[
B(0)=\frac1\pi\int_0^v\frac{z^2-z^4/3}{1-z^2}\,dz
=\frac1\pi\int_0^v\Big[\frac{z^2}3-\frac23+\frac{2}{3(1-z^2)}\Big]dz .
\]
With $\mathrm{artanh}\,v=\mathrm{arsinh}\,\Lambda$ this is \eqref{B}, so $B(0)=B_\Lambda$.

For large $\Lambda$, $\mathrm{arsinh}\,\Lambda=\ln2\Lambda+1/(4\Lambda^2)+\dots$ and $v=1-1/(2\Lambda^2)+\dots$, so the terms in $\Lambda^{-2}$ inside the bracket of \eqref{B} add to $\frac16+\frac13-\frac16=\frac13$:
\begin{equation}
B_\Lambda=\frac2{3\pi}\ln\Lambda+\frac{2\ln2-5/3}{3\pi}+\frac1{3\pi\Lambda^2}+\dots
\label{log}
\end{equation}
The logarithm comes from momenta $1\ll l\ll\Lambda$, where the integrand of \eqref{B0} is $2/(3l)$. The constant is $-0.0297$. At $\Lambda=300$ the logarithm alone gives $1.2104$ and the full $B_\Lambda$ is $1.1806$, so the leading term is $2.5\%$ too large. In the opposite limit $\Lambda\ll1$, \eqref{B0} gives $B_\Lambda\simeq\Lambda^3/(3\pi)$: few momentum states are left for virtual pairs, and the screening disappears.

\subsection{The cusp left by the sharp cutoff}

The condition $|l\pm k/2|\le\Lambda$ lowers the largest $l$ from $\Lambda$ to $\Lambda-k|u|/2$ at first order. The lost shell reduces $B$ by $ck$, where
\begin{equation}
c=\frac1{\pi^2}\,2\pi\cdot2\int_0^1\Lambda^2\frac u2\,
\frac{1-v^2u^2}{4E(\Lambda)^3}\,du
=\frac{\Lambda^2(1-v^2/2)}{4\pi E(\Lambda)^3}.
\label{cusp}
\end{equation}
So $B(k)=B_\Lambda-c|k|+O(k^2)$. Since $B(k)$ is bounded and vanishes for $k>2\Lambda$, there is a constant $C$ with $|B(k)-B_\Lambda|\le C|k|$ for every $k$.

By \eqref{lin}, the windowed linear charge is
\begin{equation}
\int\rho_{\rm lin}f_R=-\alpha B_\Lambda\int\sigma f_R+\epsilon_R ,
\label{linearcharge}
\end{equation}
and the Cauchy--Schwarz inequality bounds the error by
\[
|\epsilon_R|\le C'\,\big\||k|^{-1}\hat\sigma\big\|_2\,\big\|k^2\hat f_R\big\|_2 .
\]
The first norm is finite because the Coulomb energy is. Since $\hat f_R(k)=R^3\hat f(Rk)$, the square of the second scales as $R^6R^{-7}$. Hence $\epsilon_R=O(R^{-1/2})$.

\section{The remainder carries no charge to infinity}

The nonlinear remainder contributes
\begin{equation}
-2\,\mathrm{Re}\,\mathrm{Tr}\Big[\int_0^\infty e^{-tE}P_+[V,Q]P_-e^{-tE}dt\;P_-f_RP_+\Big].
\label{rem}
\end{equation}
The last factor is small for a wide window, because a constant cannot connect $P_-$ to $P_+$. To make this quantitative, use $P_-f_RP_+=P_-[f_R,P_+]$ and
\[
P_+=\frac12+\frac1{2\pi}\int_{-\infty}^\infty\frac{d\eta}{D_0+i\eta},
\]
the integral being taken symmetrically. The commutator of $f_R$ with a resolvent is
\[
\Big[f_R,\frac1{D_0+i\eta}\Big]=\frac1{D_0+i\eta}\,(-i\boldsymbol\alpha\cdot\nabla f_R)\,\frac1{D_0+i\eta},
\]
and each resolvent has norm at most $(1+\eta^2)^{-1/2}$, so the $\eta$ integral converges.

Let $\|A\|_{S_p}=(\mathrm{Tr}|A|^p)^{1/p}$. The Kato--Seiler--Simon inequality states $\|g\Pi\|_{S_p}\le C_p\|g\|_{L^p}$ for $p\ge2$. It holds at $p=2$ by integrating the squared kernel over the finite momentum ball, trivially at $p=\infty$, and between them by interpolation. Therefore
\begin{equation}
\|\Pi P_-f_RP_+\Pi\|_{S_p}\le C_p'\|\nabla f_R\|_{L^p}=C_p'R^{3/p-1}\|\nabla f\|_{L^p}.
\label{kss}
\end{equation}

Finite Coulomb energy means $\nabla V\in L^2$, and then $V\in L^6$ by Sobolev's inequality. Hölder's inequality with $\frac16+\frac12+\frac13=1$ bounds \eqref{rem} by
\begin{equation}
C\,\|V\|_{L^6}\,\|Q\|_2\,\|\nabla f_R\|_{L^3}.
\label{holder}
\end{equation}
By \eqref{kss} this does not depend on $R$, so it does not yet suffice. Split $V=V_1+V_2$, where $V_1$ equals $V$ inside a large ball and vanishes outside. On a bounded region $L^6$ lies in $L^4$, so $V_1\in L^4$. With $\frac14+\frac12+\frac14=1$ its contribution is $O(R^{-1/4})$. The part from $V_2$ is bounded by \eqref{holder} with $\|V_2\|_{L^6}$, which is as small as desired if the ball is large. So \eqref{rem} tends to zero.

\section{The renormalized charge}

Adding \eqref{diag}, \eqref{linearcharge} and the vanishing remainder gives
\[
\int\rho_Qf_R=N-\alpha B_\Lambda\int\sigma f_R+o(1).
\]
Subtract $\int\nu f_R=Z+o(1)$ and collect the terms in $\sigma=\rho_Q-\nu$:
\begin{equation}
(1+\alpha B_\Lambda)\int\sigma f_R=N-Z+o(1),
\label{sum}
\end{equation}
which is \eqref{main}. For $N=0$ the observed nuclear charge is the bare one divided by $1+\alpha B_\Lambda$.

An electron far away, where this charge sets the potential, has the energy $-\alpha(Z-N)/[(1+\alpha B_\Lambda)r]$. Written as $-\alpha_{\rm ph}(Z-N)/r$, it defines the observed coupling
\begin{equation}
\alpha_{\rm ph}=\frac{\alpha}{1+\alpha B_\Lambda},\qquad
\frac1\alpha=\frac1{\alpha_{\rm ph}}-B_\Lambda .
\label{coupling}
\end{equation}
Since $\alpha=e^2$, the elementary charge $e$ itself is divided by the square root of $1+\alpha B_\Lambda$. The full factor belongs to the charge number in \eqref{main} and to $e^2$.

How can the vacuum have $N=0$ and still $\int\rho_Q f_R\not\to0$? The number $N$ sums the diagonal blocks only. The off-diagonal blocks would add nothing if $Q$ had a finite trace. But the Coulomb tail gives $\hat V\sim k^{-2}$, while the overlap of $P_+(p)$ with $P_-(q)$ is of order $k$. The linear block is thus of order $k^{-1}$, the window supplies another factor $k$ in \eqref{Bk}, and a finite charge survives as $k\to0$.

\section{A nucleus in a cavity}

Take the round model parameters $\alpha=0.3$, $Z=3$, $\Lambda=3$ and a Gaussian nucleus of width $0.5$. Equations \eqref{scf} are solved, with all nonlinear terms, in a spherical cavity of radius $35.9$. The window is $\frac12\mathrm{erfc}[(r-R)/(0.15R)]$.

From \eqref{B}, $B_\Lambda=0.2148$, and direct momentum integration of \eqref{Bk} at small $k$ agrees. Then $\alpha B_\Lambda=0.3\times0.2148=0.0644$, and
\[
N=0:\quad\frac{3}{1.0644}=2.818,\qquad
N=2:\quad\frac{3-2}{1.0644}=0.9395 .
\]
At $R=20$ the cavity gives $2.8185$ and $0.9395$. The last digit depends on the cavity: for radii between $30$ and $42$ the first value moves by up to $0.0004$, and between $36$ and $42$ the second moves by about $0.0001$. The second case shows that the bound electrons are screened like the nucleus. Screening the nucleus alone would leave $2.818-2=0.818$.

The three parts of the proof can be read separately at $R=20$. For $N=2$ the diagonal blocks hold $2.000$ electrons and the linear part $0.0605$, which is $0.0644\times0.9395$. At $R=5$ the diagonal part is only $1.77$, since the weakly bound pair, with level energy $0.908$, reaches beyond that window. For $N=0$ the nonlinear density has an absolute integral of $0.0008$, while its net number vanishes to the six decimals printed. The nonlinear terms are weak here, about $0.4\%$ of the linear number, but they do move charge about without adding any.

In the cavity the number of states is finite, so $Q$ has a trace, and for $N=0$ it is zero. The compensating number, $-0.182$, is found near the wall. In infinite space it has no place at any finite distance.

The cusp gives an estimate of how the limit is approached in infinite space. For $N=0$ the linear solution is $\hat\rho=\alpha B(k)\hat\nu/[1+\alpha B(k)]$, whose $|k|$ term is $-\alpha cZ|k|/(1+\alpha B_\Lambda)^2$. As $|k|$ transforms to $-1/(\pi^2r^4)$, the number still missing outside $R$ is, to leading order,
\[
\frac{4\alpha cZ}{\pi(1+\alpha B_\Lambda)^2R}\simeq\frac{0.0126}{R},
\]
with $c=0.01246$ from \eqref{cusp}. This predicts $0.0025$, $0.0013$ and $0.0006$ at $R=5,10,20$. Measured from the limit $3-2.8184=0.1816$, the cavity shows $0.0025$, $0.0009$ and $0.0001$. These values change with the cavity radius: for radii between $30$ and $42$ they lie in the ranges $0.0024$--$0.0030$, $0.0009$--$0.0012$ and $0.0001$--$0.0005$. The agreement at $R=5$ is therefore good only to about $0.0005$, and the cavity data do not confirm the $1/R$ law. The full linear solution in infinite space, read with the same window, gives $0.0026$, $0.0013$, $0.0006$, $0.0003$ and $0.00016$ at $R=5,10,20,40,80$. It follows the $1/R$ law, so the difference belongs to the finite cavity. In infinite space the charge read at $R=20$ is $2.8191$. The closer approach to the limit in this cavity should not be taken as accuracy.

\section{How far the cutoff can go}

For the physical coupling, $1/\alpha_{\rm ph}=137.036$. At $\Lambda=300$, \eqref{coupling} gives $1/\alpha=137.036-1.181=135.855$, so the bare coupling is less than $1\%$ above the observed one.

A positive bare coupling requires $\alpha_{\rm ph}B_\Lambda<1$. With \eqref{log} the boundary lies at
\begin{equation}
\ln\Lambda_{\max}\simeq\frac{3\pi}{2\alpha_{\rm ph}}+\frac56-\ln2=645.9,
\label{max}
\end{equation}
or $\Lambda_{\max}\approx10^{280.5}$ electron masses. Conversely, at fixed bare $\alpha$ the observed coupling falls to zero as $\Lambda\to\infty$. Within this model the cutoff therefore cannot be removed while a nonzero observed charge is kept. The bound is a property of the mean-field model without exchange and photons, and it is not a prediction for full quantum electrodynamics. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Units: hbar = c = electron mass = 1; charges in units of e
cutoff 3 mc: B closed form 0.214767, quadrature 0.214784, (2/3pi)ln(cutoff) 0.233133
cutoff 30 mc: B closed form 0.692126, quadrature 0.692143, (2/3pi)ln(cutoff) 0.721757
cutoff 300 mc: B closed form 1.180633, quadrature 1.180650, (2/3pi)ln(cutoff) 1.210380
constant after the logarithm in B: -0.029748
cusp coefficient at cutoff 3 (hbar/mc): formula 0.01246, quadrature 0.01246
model: alpha 0.3, Z 3.0, cutoff 3.0 mc, nuclear width 0.5 hbar/mc
cavity radius 35.867 hbar/mc, channels 198
alpha*B: 0.06443
renormalized coupling alpha/(1+alpha*B): 0.28184
N=0, window radius 5 hbar/mc: number total 0.17909, diagonal 0.00001, linear 0.17907, remainder 0.00001
N=0, window radius 10 hbar/mc: number total 0.18069, diagonal 0.00000, linear 0.18069, remainder 0.00000
N=0, window radius 20 hbar/mc: number total 0.18149, diagonal 0.00000, linear 0.18149, remainder 0.00000
N=2, window radius 5 hbar/mc: number total 1.84532, diagonal 1.77156, linear 0.07475, remainder -0.00099
N=2, window radius 10 hbar/mc: number total 2.05202, diagonal 1.99113, linear 0.06090, remainder -0.00001
N=2, window radius 20 hbar/mc: number total 2.06048, diagonal 1.99997, linear 0.06051, remainder -0.00000
N=0 levels next to zero energy (mc^2): -1.0354, 0.7007
N=0 observed charge (e): cavity 2.8185, formula 2.8184
N=0 B read from the cavity: 0.21464, closed form 0.21477
N=0 nonlinear density, window 20: net number 0.000000, integral of absolute value 0.000804
N=0 number in whole cavity: 7.2e-13 (absolute value), near the wall: -0.18188
N=2 occupied bound level (mc^2): 0.9082
N=2 observed charge (e): cavity 0.9395, formula 0.9395
physical 1/alpha_ph: 137.0360
bare 1/alpha at cutoff 300 mc: 135.8554
largest cutoff for physical alpha_ph: ln 645.91, log10 280.51 (cutoff in mc)
\end{verbatim}
